\section*{The WKB action fixes a barrier's width, not its left-right asymmetry}

An electron that leaves a metal for a heavily doped semiconductor tunnels through a thin barrier. On the semiconductor side the barrier falls off slowly, through the depletion layer. On the metal side it rises steeply, over a distance set by the image force. Suppose that the transmission is known as a function of energy. How much of the barrier's shape can be recovered from it? In the leading WKB approximation the answer is sharp: the distance between the two walls follows at every height, while the position of that interval along the axis stays undetermined.

Take one dimension and a constant, known mass $m$. The potential energy $V(x)$ has one hump: it rises without falling back to a top $V_m$ and then falls without rising again. Vertical walls and flat steps are allowed. Let $E_0$ be the lowest energy at which the electron can propagate on both sides. For $E_0<U<V_m$ the points where $V(x)>U$ form an interval from $x_1(U)$ to $x_2(U)$, assumed finite. Its width and midpoint are
\begin{equation}
w(U)=x_2(U)-x_1(U),\qquad c(U)=\tfrac12\,[x_1(U)+x_2(U)].
\end{equation}
Inside the barrier the wave decays at the rate $\kappa=\sqrt{2m(V-E)}/\hbar$. With $a=\hbar/\sqrt{2m}$ the dimensionless action for one crossing is
\begin{equation}
\theta(E)=\frac1a\int_{x_1(E)}^{x_2(E)}\sqrt{V(x)-E}\;dx .
\label{def}
\end{equation}
The leading WKB transmission is $T=e^{-2\theta}$. The form $T=1/(1+e^{2\theta})$ agrees with it for large $\theta$ and remains usable near a parabolic top. In either case $T$ gives $\theta$, and the task is to invert (\ref{def}).

The square root can be built up from horizontal layers of the barrier. Since $2\sqrt{U-E}$ has the derivative $1/\sqrt{U-E}$ with respect to $U$,
\begin{equation}
\sqrt{V(x)-E}=\int_E^{V(x)}\frac{dU}{2\sqrt{U-E}} .
\end{equation}
Insert this in (\ref{def}). The integrand is positive, so the order of integration may be exchanged. At fixed $U$ the variable $x$ then runs over the points with $V(x)>U$, whose total length is $w(U)$:
\begin{equation}
\theta(E)=\frac1{2a}\int_E^{V_m}\frac{w(U)}{\sqrt{U-E}}\,dU .
\label{forward}
\end{equation}
The midpoint has dropped out. Each layer contributes through its length, wherever it lies.

Equation (\ref{forward}) is an Abel integral equation for $w$. To solve it, multiply by $1/\sqrt{E-U}$, rename the inner variable $U'$, and integrate over $E$ from $U$ to $V_m$. The region is $U<E<U'<V_m$, so exchanging the order gives
\begin{equation}
\int_U^{V_m}\!\frac{\theta(E)}{\sqrt{E-U}}\,dE
=\frac1{2a}\int_U^{V_m}\! dU'\,w(U')\int_U^{U'}\!\frac{dE}{\sqrt{(E-U)(U'-E)}} .
\end{equation}
In the inner integral put $E=U+(U'-U)\sin^2\varphi$. Then $dE=2(U'-U)\sin\varphi\cos\varphi\,d\varphi$, and the root equals $(U'-U)\sin\varphi\cos\varphi$. Hence
\begin{equation}
\int_U^{U'}\frac{dE}{\sqrt{(E-U)(U'-E)}}=\int_0^{\pi/2}2\,d\varphi=\pi ,
\label{pi}
\end{equation}
whatever the limits, and
\begin{equation}
\int_U^{V_m}\frac{\theta(E)}{\sqrt{E-U}}\,dE=\frac{\pi}{2a}\int_U^{V_m}w(U')\,dU' .
\label{primitive}
\end{equation}
The action thus gives the area of the barrier's cross-section above each height $U$.

The width itself follows by differentiation. A direct route avoids asking whether the derivative exists at a step. From (\ref{def}),
\begin{equation}
\theta'(E)=-\frac1{2a}\int_{x_1(E)}^{x_2(E)}\frac{dx}{\sqrt{V(x)-E}} .
\label{slope}
\end{equation}
The moving end points add nothing where the integrand of (\ref{def}) vanishes. At a vertical wall they do not move. More generally, integrating the right side of (\ref{slope}) from $E$ to $V_m$ and exchanging the order gives $-\theta(E)$, so (\ref{slope}) holds at almost every energy, which suffices under an integral. Now multiply (\ref{slope}) by $-(2a/\pi)/\sqrt{E-U}$, integrate over $E$, exchange the order and use (\ref{pi}) with $U'=V(x)$:
\begin{equation}
-\frac{2a}{\pi}\int_U^{V_m}\!\frac{\theta'(E)}{\sqrt{E-U}}\,dE
=\frac1\pi\int_{x_1(U)}^{x_2(U)}\!dx\int_U^{V(x)}\!\frac{dE}{\sqrt{(V(x)-E)(E-U)}}
=w(U).
\label{inverse}
\end{equation}
This is the inversion. Two barriers with the same $\theta$ on $[U,V_m]$ have the same width at $U$ and at every height above it. Energies below $U$ are not needed.

It remains to find which midpoints are allowed. The walls are $x_1=c-w/2$ and $x_2=c+w/2$. For one hump, $x_1$ must not decrease with height and $x_2$ must not increase. For $U<U'$ these two requirements read
\begin{align}
c(U')-c(U)&\ge-\tfrac12[w(U)-w(U')],\\
c(U')-c(U)&\le+\tfrac12[w(U)-w(U')],
\end{align}
or together
\begin{equation}
|c(U')-c(U)|\le\tfrac12\,[w(U)-w(U')] .
\label{shear}
\end{equation}
Conversely, if (\ref{shear}) holds, the intervals $(x_1,x_2)$ are nested, and assigning to each $x$ the least upper bound of the heights whose intervals contain it defines a one-hump barrier with the given $w$. By (\ref{forward}) it has the given $\theta$ at all energies considered. The barrier may therefore be sheared sideways, layer by layer, until one wall becomes vertical. The choice $c=0$ gives a symmetric barrier, $c=w/2$ one with a vertical left wall at $x=0$, and $c\to-c$ the mirror image. If one wall is known independently, the freedom is gone, because $x_2=x_1+w$.

The depletion layer of a uniformly doped semiconductor, without image force, shows the inversion in closed form. Let $\psi$ be the band bending and $W$ the depletion width, and measure energies from the conduction-band edge in the bulk:
\begin{equation}
V(x)=\psi\,(1-x/W)^2,\qquad 0<x<W .
\end{equation}
With $y=\sqrt\psi\,(1-x/W)$, so that $dx=-(W/\sqrt\psi)\,dy$, equation (\ref{slope}) becomes
\begin{equation}
\theta'(E)=-\frac{W}{2a\sqrt\psi}\int_{\sqrt E}^{\sqrt\psi}\frac{dy}{\sqrt{y^2-E}}
=-\frac{W}{2a\sqrt\psi}\,\operatorname{arcosh}\sqrt{\psi/E} .
\end{equation}
The same substitution in (\ref{def}) gives
\begin{equation}
\theta(E)=\frac{W}{2a\sqrt\psi}\Big[\sqrt{\psi(\psi-E)}-E\operatorname{arcosh}\sqrt{\psi/E}\Big].
\label{partheta}
\end{equation}
For the inversion, integrate by parts. The boundary terms vanish, and $\frac{d}{dE}\operatorname{arcosh}\sqrt{\psi/E}=-\sqrt\psi/(2E\sqrt{\psi-E})$, so
\begin{align}
\int_U^\psi\frac{\operatorname{arcosh}\sqrt{\psi/E}}{\sqrt{E-U}}\,dE
&=\sqrt\psi\int_U^\psi\frac{\sqrt{E-U}}{E\sqrt{\psi-E}}\,dE\nonumber\\
&=\sqrt\psi\left[\pi-U\int_U^\psi\frac{dE}{E\sqrt{(E-U)(\psi-E)}}\right].
\end{align}
The second line uses $\sqrt{E-U}=(E-U)/\sqrt{E-U}$ and (\ref{pi}). In the last integral the substitution that led to (\ref{pi}) gives $E=U\cos^2\varphi+\psi\sin^2\varphi$. With $t=\tan\varphi$ it equals $2\int_0^\infty dt/(U+\psi t^2)=\pi/\sqrt{U\psi}$. The whole expression is $\pi(\sqrt\psi-\sqrt U)$, and (\ref{inverse}) returns $w(U)=W(1-\sqrt{U/\psi})$, as it must.

A smooth top is a second useful limit. For $V=V_m-\frac12m\Omega^2x^2$ the width is $w=(2/\Omega)\sqrt{2(V_m-U)/m}$, and (\ref{slope}) gives the constant $\theta'=-\pi/(\hbar\Omega)$. Inserted in (\ref{inverse}), this yields $w=4a\sqrt{V_m-U}/(\hbar\Omega)$, which is the same width since $a=\hbar/\sqrt{2m}$. A linear approach of $\theta$ to zero thus signals a width that opens as the square root of the depth below the top. A parabolic top does this, and so do its sheared partners, among them a half parabola of the same width behind a vertical wall.

For a numerical case take a contact of erbium silicide on n-type (100) silicon, whose low Schottky barrier, roughly 0.3 eV, favours tunnelling. The rough inputs are a barrier of 0.30 eV before image lowering, $5\times10^{18}$ donors per cm$^3$, relative permittivity 11.7, a mass of 0.19 free-electron masses along the normal, and 77 K. With all donors ionized and an unperturbed parabolic band, both rough assumptions this close to the metal-insulator transition, the Fermi level lies 5.5 meV above the bulk band edge, so $\psi=0.300+0.0055=0.3055$ eV. The depletion width is $W=8.89$ nm, and $a=0.4478$ eV$^{1/2}$ nm. With the image force,
\begin{equation}
V(x)=\psi\,(1-x/W)^2-\frac{A}{x},\qquad A=\frac{e^2}{16\pi\varepsilon}=0.0308\ \mathrm{eV\,nm}.
\end{equation}
The top is lowered by 0.090 eV to $V_m=0.215$ eV and moves to $x=0.70$ nm. Without the image force, (\ref{partheta}) at $E=0.05$ eV gives $17.96\times(0.2794-0.0777)=3.62$. The image force reduces this to 3.07. The action was computed from (\ref{def}) and inverted by (\ref{inverse}); the widths agree with those found from the roots of $V(x)=U$ to all digits shown:
\begin{center}
\begin{tabular}{ccccc}
$U$ (eV) & $x_1$ (nm) & $x_2$ (nm) & $\theta(U)$ & $w$ (nm)\\
0.05 & 0.125 & 5.081 & 3.067 & 4.956\\
0.10 & 0.158 & 3.589 & 1.861 & 3.431\\
0.15 & 0.219 & 2.399 & 0.925 & 2.180
\end{tabular}
\end{center}
Barriers with the same widths but a vertical left wall, or with mirror symmetry, have the same three actions to within $2\times10^{-4}$.

The digits test the inversion; they do not describe a real contact to that accuracy. The left wall lies within about 0.2 nm of the metal, less than an atomic spacing, where neither the image potential nor the effective mass is reliable. Replacing $-A/x$ by $-A/(x+0.1\ \mathrm{nm})$ raises the three actions by 4 to 10\% and the widths by 2 to 6\%. Free electrons in the tail of the depletion layer, which the parabola neglects, raise both by a further 2 to 4\%.

What does it cost to assume a vertical wall at the metal when the true wall is rounded? The inferred barrier then has its top at $x=0$ instead of 0.70 nm. Its slope at height $U$ is $1/|w'(U)|$, and since $w'=x_2'-x_1'$,
\begin{equation}
\frac1{F_{\rm read}}=\frac1{|V'(x_2)|}+\frac1{V'(x_1)} .
\end{equation}
The slope read off is smaller than the true one at $x_2$. At $U=0.10$ eV, expressed as a field, it is 0.374 instead of 0.386 MV/cm, an error of 3\%. The error is small because the left wall is steep there. Near the top both walls flatten and the assumption fails.

Data that end at an energy $E_c$ below the top leave part of (\ref{inverse}) unknown. Since $-\theta'$ is positive and integrates to $\theta(E_c)$ between $E_c$ and $V_m$, the missing width $\Delta w$ obeys
\begin{equation}
\frac{2a}{\pi}\frac{\theta(E_c)}{\sqrt{V_m-U}}\le\Delta w\le\frac{2a}{\pi}\frac{\theta(E_c)}{\sqrt{E_c-U}} .
\end{equation}
For $E_c=0.15$ eV and $U=0.05$ eV the limits are 0.65 and 0.83 nm, out of 4.96 nm. The lower limit requires $V_m$ from another source; the upper one does not. Noise matters too, because the inversion acts as half a differentiation. Let the action carry a ripple $\eta\cos qE$ with many periods between $U$ and the top. Using $\int_0^\infty e^{iqt}t^{-1/2}dt=\sqrt{\pi/q}\,e^{i\pi/4}$ in (\ref{inverse}), and neglecting the contribution from the upper end, one finds a ripple in $w$ of amplitude $2a\eta\sqrt{q/\pi}$. With $\eta=0.01$, about 2\% in $T$, and a period of 10 meV, this is 0.13 nm.

The loss of the asymmetry belongs to the WKB approximation, but one part of it survives in the full wave equation. Let the potential be constant in both leads, with wave numbers $k_L$ and $k_R$. A wave $\psi_1$ incident from the left has the amplitude $t$ on the right, and a wave $\psi_2$ incident from the right has the amplitude $t'$ on the left. At equal energy the Wronskian $\psi_1\psi_2'-\psi_1'\psi_2$ does not depend on $x$. On the right it is $-2ik_Rt$ and on the left $-2ik_Lt'$, the reflected waves cancelling in both. So $k_Rt=k_Lt'$, and
\begin{equation}
T=\frac{k_R}{k_L}|t|^2=\frac{k_L}{k_R}|t'|^2=T' .
\end{equation}
Transmission from the right is transmission from the left through the mirrored barrier with its leads exchanged. Values of $T(E)$ therefore cannot tell a barrier together with its leads from the mirror image of the whole, with or without WKB. If the leads differ and stay in place, mirroring the barrier alone does in general change $T$ in the full wave equation.

Other sheared partners do differ. With both leads flat at the band edge and the barrier cut off at zero energy, the wave equation gives at 0.05 eV $T=4.15\times10^{-3}$ for the actual barrier, $4.09\times10^{-3}$ for the one with a vertical wall and $3.90\times10^{-3}$ for the symmetric one. At this energy the differences, 1.5\% and 6\%, are much smaller than the error of WKB itself, whose value $2.17\times10^{-3}$ is 48\% below the first. This is not general: at 0.10 eV the symmetric barrier transmits 34\% less than the actual one, against a WKB error of about 50\%. To read the asymmetry from such data one must know the leads well: placing the metal lead 1 eV lower changes $T$ of the actual barrier to $2.87\times10^{-3}$, and the symmetric barrier then transmits 68\% less than that.

The width suffers less. Converting the transmission from the wave equation (leads at the band edge) into an apparent action $\frac12\ln(1/T-1)$ and inverting it gives 4.77, 3.13 and 1.65 nm at the three heights, errors of $-4$, $-9$ and $-25$\% of the true widths. A factor in $T$ that does not vary with energy shifts $\theta$ by a constant where $T\ll1$ and leaves $\theta'$ unchanged there; it enters through the place where the integral ends. The apparent top, where $T=\frac12$, lies at 0.192 instead of 0.215 eV, which harms the greatest height most: ending the integral there with the WKB slope gives errors of $-4$, $-8$ and $-17$\%. The rest at the greatest height arises because the apparent slope is smaller in magnitude than the WKB one, by 7\% at 0.15 eV and 11\% at 0.18 eV. For a barrier of the same height but four times wider the errors fall to $-1.3$, $-3.5$ and $-5.7$\%; there the apparent top, 0.223 eV, lies above the true one, so an early end of the integral is not the cause. The pattern also depends on the leads: with the metal lead 1 eV lower the original barrier has its apparent top at 0.258 eV and errors between $-7$ and $-10$\%.

In a real contact $T(E)$ is not measured directly. The current averages over energy, and a bias changes the barrier. Within WKB the mean energy that weights the zero-bias conductance is 16 meV at 77 K and 119 meV at 300 K for the same barrier (99 meV with the smaller band bending, 0.258 eV, that the contact has at 300 K), so temperature selects the part of the action that is seen. Free electrons in the tail of the depletion layer, neglected here, would raise the first value to about 18 meV. In (100) silicon two of the six valleys have the heavy mass 0.92 along the normal. Their action is 2.2 times larger and their WKB transmission at 0.05 eV about $6\times10^{-4}$ of that of the light valleys, so the light mass is the one to use at 77 K; at 300 K the heavy valleys carry about 4\% of the WKB conductance. The four light valleys lie at large wave vector parallel to the interface, so this presumes that the metal has states there or that the interface scatters. A rough nonparabolicity of 0.5 eV$^{-1}$ lowers $\theta(0.05\ \mathrm{eV})$ by 3\%. An assumption that is strongly broken here is that of a smooth donor charge. The mean donor spacing is 5.8 nm, and a cube of side $W$ holds 3.5 donors on average. If they are placed independently, the number varies by about 53\%. At fixed $\psi$ the action (\ref{partheta}) scales as $W$, hence as the inverse square root of the doping, so a local change of this size would move 3.62 to about 2.9 or 5.3, raising the transmission by a factor of 4 or lowering it by a factor of about 30, a span of two orders of magnitude. The current then favours thin places, and a width inferred from it describes those places more than the average contact. The remaining inputs and results are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Inputs: Schottky barrier 0.30 eV, T 77 K
  donors 5.0e+18 cm^-3, permittivity 11.7
  masses light 0.19, heavy 0.92 (free-electron masses)
Fermi level minus band edge, 77 K: 5.46 meV
Fermi level minus band edge, 300 K: -42.35 meV
Band bending, 77 K: 0.3055 eV
Band bending, 300 K: 0.2576 eV
Depletion width W: 8.888 nm
Image constant e^2/(16 pi eps): 0.03077 eV nm
a = hbar/sqrt(2m): 0.44780 eV^0.5 nm
Barrier top: 0.2153 eV at x = 0.697 nm
Image lowering of the top: 0.0902 eV
U (eV) | x1 (nm) | x2 (nm) | theta | w true (nm) | w Abel (nm)
  0.05 | 0.1246 | 5.0808 | 3.0673 | 4.95618 | 4.95618
  0.10 | 0.1580 | 3.5893 | 1.8611 | 3.43125 | 3.43125
  0.15 | 0.2188 | 2.3990 | 0.9254 | 2.18017 | 2.18017
Largest relative Abel error: 9.2e-14
theta at 0.05 eV without image force: 3.6206
Partner actions at U = 0.05, 0.10, 0.15 eV:
  vertical wall: 3.0673 1.8611 0.9254
  symmetric:     3.0673 1.8611 0.9253
Field at x2, U = 0.10 eV, true: 0.3859 MV/cm
  read with a vertical wall: 0.3735 MV/cm
Exact transmission at E = 0.05 eV (leads at 0 eV):
  actual 4.1510e-03, vertical wall 4.0870e-03
  symmetric 3.8974e-03
  WKB exp(-2 theta): 2.1665e-03
  WKB 1/(1+exp(2 theta)): 2.1618e-03
  actual, metal lead at -1 eV: 2.8675e-03
  its mirror, leads exchanged: 2.8675e-03
Widths from exact transmission, U = 0.05, 0.10, 0.15 eV:
  this barrier (nm): 4.772 3.130 1.646
  error (%): -3.7 -8.8 -24.5
  four times wider, error (%): -1.3 -3.5 -5.7
  apparent top: 0.1918 eV; wider barrier: 0.2230 eV
Mean conductance energy, 77 K: 16.3 meV
Mean conductance energy, 300 K, same barrier: 118.7 meV
Heavy/light valley action ratio: 2.200
  heavy/light WKB transmission at 0.05 eV: 6.33e-04
Nonparabolicity 0.5/eV, theta(0.05): -2.72 %
Mean donor spacing: 5.85 nm
Mean donor number in a cube of side W: 3.51
Debye length at 77 K (nondegenerate): 0.93 nm
Largest depletion field: 0.687 MV/cm
Band bending / gap (1.12 eV): 0.273
\end{verbatim}
